\section*{Heat current through an anharmonic junction and its conservation}

\section{Two modes that exchange phonons}

Consider a junction with two vibrational modes of frequencies $\omega_1$ and $\omega_2=2\omega_1$, weakly coupled to leads $\alpha=L,R$ at different temperatures. Set $\hbar=1$. Lead $\alpha$ excites mode $j$ at the rate $\gamma_{\alpha j}n_{\alpha j}(N_j+1)$ and de-excites it at the rate $\gamma_{\alpha j}(1+n_{\alpha j})N_j$. Here $N_j$ is the occupation of the mode and $n_{\alpha j}$ the Bose function of the lead at $\omega_j$. The heat current out of the lead is therefore
\begin{equation}
I_\alpha=\sum_j\omega_j\gamma_{\alpha j}\left[n_{\alpha j}(N_j+1)-(1+n_{\alpha j})N_j\right]
=\sum_j\omega_j\gamma_{\alpha j}(n_{\alpha j}-N_j).
\label{rate}
\end{equation}
Let an anharmonic process turn one phonon of mode 2 into two of mode 1, at the net rate $R$. In a steady state the leads must supply $R$ phonons per unit time to mode 2 and remove $2R$ from mode 1, so that
\begin{equation}
I_L+I_R=\omega_2R-2\omega_1R=0 .
\label{toy}
\end{equation}
The phonon number supplied by the leads is $R-2R=-R$, which is not zero. Energy balances in the sum over frequencies, not at each frequency. It also balances only if the same $R$ appears in both rate equations. An approximation that computed the loss of mode 2 and the gain of mode 1 from different populations would create or destroy heat. Both features survive when the modes are strongly coupled to the leads and have no sharp frequencies.

\section{The current in terms of lead self-energies}

Let $u$ denote mass-weighted displacements, $u=\sqrt m\,x$, and $p=\dot u$. The Hamiltonian is
\begin{equation}
H=\sum_\alpha H_\alpha+H_C+\sum_\alpha u_\alpha^TV^{\alpha C}u_C,\qquad
H_\alpha=\tfrac12p_\alpha^Tp_\alpha+\tfrac12u_\alpha^TK_\alpha u_\alpha .
\label{H}
\end{equation}
The leads are harmonic; $H_C$ contains an arbitrary potential $V_n(u_C)$ besides its harmonic part. The current out of lead $\alpha$ is $I_\alpha=-d\langle H_\alpha\rangle/dt$. Only the coupling fails to commute with $H_\alpha$, and $i[u_\alpha,\frac12p_\alpha^Tp_\alpha]=-p_\alpha$, so
\begin{equation}
I_\alpha=\langle p_\alpha^TV^{\alpha C}u_C\rangle .
\label{def}
\end{equation}

On the Keldysh contour define $G(\tau,\tau')=-i\langle Tu_C(\tau)u_C^T(\tau')\rangle$ and $G_{C\alpha}(\tau,\tau')=-i\langle Tu_C(\tau)u_\alpha^T(\tau')\rangle$. Their components are $G^>_{jk}(t,t')=-i\langle u_j(t)u_k(t')\rangle$ and $G^<_{jk}(t,t')=-i\langle u_k(t')u_j(t)\rangle$. The lead obeys $\ddot u_\alpha=-K_\alpha u_\alpha-V^{\alpha C}u_C$. Since $u_C$ commutes with $u_\alpha$ and $p_\alpha$ at equal times, differentiating the time ordering adds nothing, and
\begin{equation}
G_{C\alpha}\left(-\overleftarrow{\partial}_{\tau'}^{\,2}-K_\alpha\right)=G\,V^{C\alpha}.
\label{eom}
\end{equation}
The free lead function $g_\alpha$ satisfies the same equation with $\delta(\tau-\tau')$ on the right, because $[u_\alpha,p_\alpha]=i$. Hence
\begin{equation}
G_{C\alpha}(\tau,\tau')=\int d\sigma\,G(\tau,\sigma)V^{C\alpha}g_\alpha(\sigma,\tau').
\label{dyson}
\end{equation}
A homogeneous solution could be added, but the initial state forbids it. The lead starts uncoupled and thermal, so a lead mode operator $b$ of frequency $\Omega$ obeys $\langle bX\rangle=e^{\Omega/T_\alpha}\langle Xb\rangle$ at the initial time ($k_B=1$). This relates the two ends of the contour for both $G_{C\alpha}$ and the integral in \eqref{dyson}. A homogeneous term varies as $e^{\pm i\Omega\tau'}$ and takes equal values at the two ends, which lie at the same time. It would have to equal $e^{\pm\Omega/T_\alpha}$ times itself, so it vanishes. No property of $V_n$ was used.

From the definition of the lesser function, \eqref{def} is $i\partial_{t'}\mathrm{Tr}[V^{\alpha C}G^<_{C\alpha}(t,t')]$ at $t'=t$. Let $\Sigma_\alpha=V^{C\alpha}g_\alpha V^{\alpha C}$. The Langreth rule $(AB)^<=A^rB^<+A^<B^a$ gives
\begin{equation}
I_\alpha(t)=i\partial_{t'}\mathrm{Tr}\!\int\! ds\left[G^r(t,s)\Sigma^<_\alpha(s,t')+G^<(t,s)\Sigma^a_\alpha(s,t')\right]_{t'=t}.
\label{time}
\end{equation}
This holds during transients and for any interaction in the centre. As a test, let the lead be one oscillator of unit frequency at temperature 0.5, coupled with strength 0.3 to a central oscillator of unit frequency with cubic and quartic constants 0.3 and 0.4. The centre starts in its harmonic ground state. At time 6, exact diagonalization in a truncated oscillator basis gives 0.02163 for \eqref{def}, and in the same basis \eqref{time} agrees with it to eight decimals.

In a steady state, functions depend on $t-t'$, and $f(t)=\int\frac{d\omega}{2\pi}e^{-i\omega t}f(\omega)$. The derivative $\partial_{t'}$ becomes $i\omega$:
\begin{equation}
I_\alpha=-\int\frac{d\omega}{2\pi}\,\omega\,\mathrm{Tr}[G^r\Sigma_\alpha^<+G^<\Sigma_\alpha^a].
\label{half}
\end{equation}
The current is real, so it equals half the sum of \eqref{half} and its conjugate. With $(G^r)^\dagger=G^a$ and $(G^\lessgtr)^\dagger=-G^\lessgtr$, and likewise for $\Sigma_\alpha$, the trace in that sum is
\begin{align}
&\mathrm{Tr}[(G^r-G^a)\Sigma_\alpha^<-G^<(\Sigma_\alpha^r-\Sigma_\alpha^a)]\nonumber\\
&\quad=\mathrm{Tr}[(G^>-G^<)\Sigma_\alpha^<-G^<(\Sigma_\alpha^>-\Sigma_\alpha^<)]
=\mathrm{Tr}[G^>\Sigma_\alpha^<-G^<\Sigma_\alpha^>].
\end{align}
The first equality uses $A^r-A^a=A^>-A^<$. Therefore
\begin{equation}
I_\alpha=\int_{-\infty}^{\infty}\frac{d\omega}{4\pi}\,\omega\,
\mathrm{Tr}\left[G^<\Sigma_\alpha^>-G^>\Sigma_\alpha^<\right].
\label{MW}
\end{equation}

The lead is thermal: with $\Gamma_\alpha=i(\Sigma_\alpha^r-\Sigma_\alpha^a)$,
\begin{equation}
\Sigma_\alpha^<=-in_\alpha\Gamma_\alpha,\qquad \Sigma_\alpha^>=-i(1+n_\alpha)\Gamma_\alpha .
\label{thermal}
\end{equation}
For one central mode write $G^<=-iNA$ and $G^>=-i(1+N)A$. The trace becomes $\Gamma_\alpha A(n_\alpha-N)$. A narrow mode has $A=(\pi/\omega_0)[\delta(\omega-\omega_0)-\delta(\omega+\omega_0)]$. The two peaks contribute equally, giving $I_\alpha=\frac12\Gamma_\alpha(\omega_0)(n_\alpha-N)$. This is one term of \eqref{rate}, with $\gamma_\alpha=\Gamma_\alpha/(2\omega_0)$.

\section{What the leads leave unbalanced}

Let $\Sigma_n$ be the anharmonic self-energy and $\Sigma=\Sigma_L+\Sigma_R+\Sigma_n$. If every central mode is damped, the initial state of the centre is forgotten and
\begin{equation}
G^\lessgtr=G^r\Sigma^\lessgtr G^a,\qquad (G^{r,a})^{-1}=\omega^2-K_C-\Sigma^{r,a}.
\label{keldysh}
\end{equation}
An undamped mode outside the lead bands would add a term that remembers the initial state, and the derivation below does not cover that case. Subtracting the inverses in \eqref{keldysh} gives
\begin{equation}
G^r-G^a=G^a\left[(G^a)^{-1}-(G^r)^{-1}\right]G^r=G^a(\Sigma^r-\Sigma^a)G^r .
\label{spectral}
\end{equation}
Now replace $\Sigma^>$ by $\Sigma^<+\Sigma^r-\Sigma^a$ and $G^>$ by $G^<+G^r-G^a$:
\begin{align}
\mathrm{Tr}[G^<\Sigma^>-G^>\Sigma^<]
&=\mathrm{Tr}[G^<(\Sigma^r-\Sigma^a)]-\mathrm{Tr}[(G^r-G^a)\Sigma^<]\nonumber\\
&=\mathrm{Tr}[G^<(\Sigma^r-\Sigma^a)]-\mathrm{Tr}[(\Sigma^r-\Sigma^a)G^r\Sigma^<G^a]=0 .
\label{pointwise}
\end{align}
The second line uses \eqref{spectral} and the cyclic property. This zero holds at each frequency and for any $\Sigma_n$ with $\Sigma_n^>-\Sigma_n^<=\Sigma_n^r-\Sigma_n^a$. Adding \eqref{MW} for both leads then leaves
\begin{equation}
I_L+I_R=-\int\frac{d\omega}{4\pi}\,\omega\,\mathrm{Tr}[G^<\Sigma_n^>-G^>\Sigma_n^<].
\label{imbalance}
\end{equation}

In the harmonic limit $\Sigma_n=0$ and the currents balance. Inserting \eqref{keldysh} and \eqref{thermal} in \eqref{MW}, the part of $G$ driven by lead $L$ has the factor $-n_L(1+n_L)+(1+n_L)n_L=0$. The part driven by lead $R$ has $-n_R(1+n_L)+(1+n_R)n_L=n_L-n_R$. Since $\Gamma_\alpha$ and $n_L-n_R$ are odd in $\omega$, the integrand is even:
\begin{equation}
I_L=\int_0^\infty\frac{d\omega}{2\pi}\,\omega\,\mathrm{Tr}[G^r\Gamma_RG^a\Gamma_L]\,(n_L-n_R).
\label{landauer}
\end{equation}
This is Landauer's formula for phonons.

\section{Why a conserving self-energy closes the balance}

Let $\Phi[G]$ be a sum of closed diagrams, and define $\Sigma_n$ by
\begin{equation}
\delta\Phi=\tfrac12\int d\tau\,d\tau'\,\mathrm{Tr}[\Sigma_n(\tau,\tau')\,\delta G(\tau',\tau)] .
\label{phi}
\end{equation}
The interaction is local in time, so each vertex of a diagram carries one strength $\lambda_v(\tau)$ and one time integral. Relabel contour time by $\theta(\tau)=\tau+\epsilon(\tau)$, with $\epsilon=0$ at the ends. If $G(\tau',\tau)\to G(\theta(\tau'),\theta(\tau))$ and each constant strength becomes $\theta'(\tau)\lambda_v$, every diagram undergoes a change of integration variables and keeps its value. To first order,
\begin{equation}
\delta G(\tau',\tau)=[\epsilon(\tau')\partial_{\tau'}+\epsilon(\tau)\partial_\tau]G(\tau',\tau),\qquad
\delta\lambda_v=\epsilon'(\tau)\lambda_v .
\end{equation}
Because $G_{ij}(\tau,\tau')=G_{ji}(\tau',\tau)$, and $\Sigma_n$ has the same symmetry, the two terms of $\delta G$ contribute equally to \eqref{phi}. Set $W(\tau)=\sum_v\lambda_v\,\delta\Phi/\delta\lambda_v(\tau)$ and integrate its term by parts:
\begin{equation}
0=\int d\tau\,\epsilon(\tau)\left\{\int d\tau'\,\mathrm{Tr}[\Sigma_n(\tau,\tau')\partial_\tau G(\tau',\tau)]-\frac{dW}{d\tau}\right\}.
\label{ward}
\end{equation}
Since $\epsilon$ is arbitrary, the brace vanishes. Its first term is the power delivered through $\Sigma_n$, up to a constant factor. $W$ measures interaction energy stored at the vertices, and in a steady state $dW/d\tau=0$. The Langreth rule and $\partial_{t'}\to i\omega$ then give
\begin{equation}
\int\frac{d\omega}{2\pi}\,\omega\,\mathrm{Tr}[\Sigma_n^rG^<+\Sigma_n^<G^a]=0 .
\end{equation}
Adding the complex conjugate, as was done after \eqref{half}, yields
\begin{equation}
\int\frac{d\omega}{2\pi}\,\omega\,\mathrm{Tr}[\Sigma_n^>G^<-\Sigma_n^<G^>]=0,\qquad\text{hence}\qquad I_L+I_R=0 .
\label{conserve}
\end{equation}
A static part of $\Sigma_n$ is Hermitian and drops out of this sum.

The proof needs the $G$ inside $\Sigma_n$ to be the $G$ that solves \eqref{keldysh}. It does not need $\Phi$ to be complete, so balance is no measure of accuracy. If the strengths were driven in time, $\delta\lambda_v$ would gain a term $\epsilon\,d\lambda_v/d\tau$, the work of the drive, and the lead currents need not cancel.

\section{A bond with cubic and quartic terms}

Take two beads of equal mass joined by an anharmonic bond. Let $d=b^Tu_C$ with $b=(1,-1)^T$, and
\begin{equation}
V_n=\tfrac16\mu d^3+\tfrac1{24}\lambda d^4-fd .
\end{equation}
The constant force $f$ keeps $\langle d\rangle=0$, so the constants refer to the operating mean bond length. With $D=b^TGb$, keep
\begin{equation}
\Phi=\frac{i\lambda}{8}\int d\tau\,D(\tau,\tau)^2+\int d\tau\,d\tau'\left[\frac{i\mu^2}{12}D^3-\frac{\lambda^2}{48}D^4\right].
\end{equation}
By \eqref{phi}, $\Sigma_n=b\,b^T(\frac12\lambda\langle d^2\rangle+S)$, where
\begin{equation}
S^\lessgtr(t)=\frac{i\mu^2}{2}D^\lessgtr(t)^2-\frac{\lambda^2}{6}D^\lessgtr(t)^3 .
\label{S}
\end{equation}
The factors can be traced through the fluctuating force $F=\frac12\mu d^2+\frac16\lambda d^3$, for which $S^>=-i\langle F(t)F(0)\rangle$ at this order. There are 2 ways to pair $d^2$ with $d^2$ and 6 to pair $d^3$ with $d^3$. With $C=iD^>$,
\begin{equation}
S^>=-i\left[\tfrac12\mu^2C^2+\tfrac16\lambda^2C^3\right],\qquad C^2=-(D^>)^2,\quad C^3=-i(D^>)^3,
\end{equation}
which is \eqref{S}. For an isolated oscillator of unit frequency at temperature 0.5, the exact dynamic self-energy at the first nonzero imaginary frequency, divided by the diagram, extrapolates at weak interaction to 1.00000 for the cubic term and 0.99998 for the quartic.

Here the balance can be seen directly. In \eqref{imbalance} the trace is $D^<S^>-D^>S^<$. A factor $\omega$ becomes $i\,d/dt$, and $D^<(-t)=D^>(t)$, so the first term gives
\begin{equation}
\int\frac{d\omega}{2\pi}\,\omega D^<S^>=i\int dt\,D^>\frac{dS^>}{dt}
=i\int dt\,\frac{d}{dt}\left[\frac{i\mu^2}{3}(D^>)^3-\frac{\lambda^2}{8}(D^>)^4\right]=0,
\label{total}
\end{equation}
because $D^>$ decays at long times. The second term vanishes in the same way.

Suppose instead that $S$ is computed once from the harmonic $D_0$ and inserted in $G$. The integrand $D^>\,dS^>[D_0]/dt$ is no longer a total derivative. Let $\mu^2$ and $\lambda$ both scale with a strength $s$. Then $S$ starts at order $s$, and so does $D-D_0$. Replacing $D$ by $D_0$ restores the total derivative, so the term of order $s$ vanishes and the imbalance starts at $s^2$. Doubling $s$ from 0.05 to 0.1 of the bond's full anharmonicity, in the example below, multiplies it by 3.93; pure $s^2$ scaling would give 4.

At equal lead temperatures $T$ the one-shot form does no harm. Then $D_0^>=e^{\omega/T}D_0^<$. The frequencies in the products \eqref{S} add up to $\omega$, so $S$ obeys the same relation, and by \eqref{keldysh} so does $G$. The two terms of \eqref{MW} cancel at each frequency. The violation is a nonequilibrium effect.

\section{A junction that can translate freely}

If the leads are one-dimensional chains and no spring ties the system to a fixed frame, $\langle x^2\rangle$ of each atom near the junction grows linearly in time, and only velocities and relative displacements become stationary. In a three-dimensional lattice $\langle x^2\rangle$ saturates, and the distinction drawn below disappears in the steady state. Let a contact spring $\kappa$ join the end atom $x_l$ of the left lead to bead $x_1$. In \eqref{H} the term $\frac12\kappa x_l^2$ belongs to $H_L$. With symmetrized products, the power through the spring is
\begin{equation}
I_L^{c}=\kappa\langle\dot x_l(x_l-x_1)\rangle=-\frac{d\langle H_L\rangle}{dt}+\frac{d}{dt}\,\frac{\kappa\langle x_l^2\rangle}{2}.
\label{contact}
\end{equation}
The spectrum of $x_l$ is even, so that of $\dot x_lx_l$ is odd and cancels between $\pm\omega$. Formula \eqref{MW}, with its integrand continued smoothly to $\omega=0$, therefore gives $I_L^c$, which is the current meant below.

For the harmonic version of the example below, a chain with 400 atoms in each lead was started from separate thermal parts. Its contact power was 1.0691 nW, and \eqref{MW} gives the same figure. The loss rate of $\langle H_L\rangle$ was $-12.821$ nW and the on-site energy grew at 13.890 nW; their sum is 1.069 nW, as \eqref{contact} requires.

\section{A molecular junction}

Two beads of 90 u stand for a short alkanedithiol between gold-like chains of 197 u atoms with a band edge of 18 meV. The left contact, middle and right contact springs are 30, 20 and 10 N/m, and the leads are at 330 and 270 K. These are round, rough values. The bond constants are those of a Morse potential $E(1-e^{-ax})^2$ at its minimum, with $a=10$ nm$^{-1}$. Here $x=x_1-x_2$ is the stretch of the bond, displacements being counted positive towards the left lead. The force $f$ holds the mean length at the minimum. Without it the bond would expand and soften, which could change the current by about as much as the anharmonic terms kept here. The expansion $E(a^2x^2-a^3x^3+\frac7{12}a^4x^4)$ has stiffness $k=2Ea^2$, so $\mu=-6Ea^3=-3ka$ and $\lambda=14Ea^4=7ka^2$. With $k=20$ N/m $=124.8$ eV/nm$^2$ these are $-3745$ eV/nm$^3$ and $8.74\times10^4$ eV/nm$^4$, before mass weighting. The value of $a$ is assumed, not fitted to an alkane. A chain of $n$ equal Morse bonds, stretched evenly, acts like one bond with $a/n$, so the real molecule is probably less anharmonic than this model.

The self-consistent solution gives $I_L=1.0666$ nW and $I_R=-1.0666$ nW, with a sum of $1.3\times10^{-11}$ relative to $I_L$. The one-shot self-energy gives $1.0610$ and $-1.0685$ nW. Their sum is 0.7\% of $I_L$, a small fraction, but the anharmonic change of the current is smaller still: $1.0691-1.0666=0.0025$ nW, against an imbalance of 0.0075 nW. In this junction the one-shot result cannot resolve the effect it was meant to describe; its two currents differ from the harmonic value by $-0.0081$ and $-0.0006$ nW in magnitude.

The spectral currents do not balance. About 0.024 nW, or 2.3\% of the current, enters from the leads at some frequencies and returns at others. The leads take up 0.019 phonons per picosecond more than they supply, so the bond converts phonons into a larger number with the same total energy, as in \eqref{toy}.

Conservation does not make the small anharmonic change trustworthy. At 300 K, with no bias, the diagrams raise $\langle d^2\rangle$ by 2.7\% above its harmonic value, whereas the exact classical average for the same cubic and quartic potential gives 0.7\%. In the classical limit the same diagrams give 2.9\%, so the difference comes mainly from the omitted diagrams. It is more than twice the classical anharmonic change itself. The truncation of the potential matters about as much: the full Morse bond, with its mean held at the minimum, gives 2.2\% classically. Neither the size nor the sign of the 0.2\% reduction of the current is therefore established.

The conductance is $1.0666\ \text{nW}/60\ \text{K}\approx18$ pW/K. Measured values for single alkanedithiols are a few tens of pW/K, but the springs here are rough choices and the closeness is no confirmation. The model also restricts the atoms to motion along one line, which real junctions do not. Its two identical chain leads transmit perfectly as $\omega\to0$, and 44\% of the harmonic current flows below 4 meV; a point contact between bulk electrodes does not transmit long waves in this way. A perfectly transmitting channel with this band edge carries 59 pW/K at 300 K. Two transverse polarizations could thus add up to 119 pW/K if they were harmonic and had the same band edge; how much they add depends on bending stiffnesses absent from the model. Electrons carry about 0.06 pW/K if the electrical conductance is $10^{-4}\times2e^2/h$ and the Wiedemann--Franz law holds. The Stefan--Boltzmann law for large parallel black plates, scaled to a square of side 100 nm, also gives about 0.06 pW/K. This is only a reference value, since the square is much smaller than the thermal wavelength. Radiation would match the phonons if it exceeded this value by a factor of about 300; the actual exchange across the narrow gap has not been computed. The numerical output below lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
bead mass: 90 u
lead atom mass: 197 u
lead cutoff: 18.0 meV
lead spring from cutoff: 61.16 N/m
left contact spring: 30 N/m
middle spring: 20 N/m
right contact spring: 10 N/m
Morse range parameter: 10 1/nm
cubic constant mu: -3744.9 eV/nm^3
quartic constant lam: 87381 eV/nm^4
left temperature: 330 K
right temperature: 270 K
two-oscillator current, direct: 0.02162960 (unit freq.)
two-oscillator current, formula: 0.02162960 (unit freq.)
bubble: exact/diagram, weak limit: 1.00000
sunset: exact/diagram, weak limit: 0.99998
harmonic current, Green functions: 1.0691 nW
harmonic contact power, finite chain: 1.0691 nW
finite chain, -d<H_L>/dt: -12.8210 nW
finite chain, growth of on-site contact energy: 13.8900 nW
one-shot I_L: 1.060995 nW
one-shot I_R: -1.068470 nW
one-shot |I_L+I_R|/I_L: 7.05e-03
one-shot violation ratio, strength 0.1/0.05: 3.933
conserving I_L: 1.066606 nW
conserving I_R: -1.066606 nW
conserving |I_L+I_R|/I_L: 1.3e-11
self-consistency sweeps: 19
relative change of I_L on doubled grid step: 1.2e-05
frequency-wise identity, relative error: 4.2e-09
commutator sum rule, bead 1: 0.99999
commutator sum rule, bead 2: 1.00000
conductance I_L/(T_L-T_R): 17.78 pW/K
net phonon number from leads: -0.01915 1/ps
heat moved between frequencies: 0.02423 nW
rms bond fluctuation, driven: 15.08 pm
300 K variance/harmonic, diagrams: 1.0270
300 K variance/harmonic, exact classical: 1.0074
one-channel ballistic ceiling, 300 K: 59.29 pW/K
assumed electrical conductance: 1e-04 x 2e^2/h
electronic heat conductance: 0.0568 pW/K
assumed side of facing square area: 100 nm
far-field blackbody conductance: 0.0612 pW/K
near-field gain to match phonons: 290
\end{verbatim}
